# Radiative Recombination in an Amorphous Oxide from Its Absorption Spectrum

## 1. One photon mode

Take a single photon mode of energy \(E\), holding \(N\) photons, in contact with matter at temperature \(T\). The matter absorbs a photon at rate \(aN\) and emits one at rate \(b(N+1)\). The factors \(N\) and \(N+1\) are the squared matrix elements of the photon annihilation and creation operators; the "1" is spontaneous emission.

The same matter states \(i\) (lower) and \(f\) (upper), and the same squared matrix element, enter both rates. They differ in the initial occupation: \(P_i\) for absorption, \(P_f\) for emission. In equilibrium \(P_i/P_f=e^{(E_f-E_i)/kT}=e^{E/kT}\) for every pair that exchanges a photon of energy \(E\). Hence
\[
a=b\,e^{E/kT}.
\]

Let \(p_N\) be the probability of \(N\) photons. Detailed balance between \(N\) and \(N+1\) requires
\[
p_N\,b(N+1)=p_{N+1}\,a(N+1)\quad\Rightarrow\quad \frac{p_{N+1}}{p_N}=e^{-E/kT}.
\]
The mean of this geometric distribution is \(\langle N\rangle=1/(e^{E/kT}-1)\), the Planck occupation. Since \(a-b=b(e^{E/kT}-1)\),
\[
b=(a-b)\langle N\rangle. \tag{1}
\]
Spontaneous emission equals net absorption, that is, absorption minus stimulated emission. As a test, the stationary state of the rate equations was solved numerically for \(E/kT=0.5\). It gave \(\langle N\rangle=1.54149\), in agreement with Planck's formula.

## 2. From one mode to a volume

Let the medium be homogeneous, isotropic and weakly absorbing, with refractive index \(n_r(E)\). The absorption coefficient \(\alpha\) is defined by the decay \(e^{-\alpha z}\) of intensity, stimulated emission included. A wave packet moves at the group velocity \(v_g\), so its photon number decays at the rate
\[
a-b=\alpha v_g .
\]

The wavenumber is \(K=n_rE/\hbar c\). With two polarizations, the number of modes per volume below \(K\) is \(2\,(4\pi K^3/3)/(2\pi)^3=K^3/3\pi^2\). The density per unit energy is therefore \(g=(K^2/\pi^2)\,dK/dE\). Because \(v_g=\hbar^{-1}dE/dK\), the derivative cancels in the product:
\[
g\,v_g=\frac{K^2}{\pi^2\hbar}=\frac{n_r^2E^2}{\pi^2\hbar^3c^2}=\frac{8\pi n_r^2E^2}{h^3c^2}.
\]
Dispersion thus enters through \(n_r(E)\) alone. This was tested by counting the modes of a finite box between 3.1 and 3.3 eV, for \(n_r=1.9+0.01E^2\) (\(E\) in eV). The count times \(v_g\) was 0.9985 of the formula, although the group index exceeds \(n_r\) by 10%.

Multiplying (1) by \(g\) and integrating gives the van Roosbroeck-Shockley rate, in photons per volume and time:
\[
R_0=\frac{8\pi}{h^3c^2}\int \frac{n_r^2\,\alpha(E)\,E^2}{e^{E/kT}-1}\,dE. \tag{2}
\]
It counts emission by whichever transitions are included in \(\alpha\).

## 3. A check of the absolute size

Put dilute two-level dipoles into a host of constant index, with densities \(N_1\) (ground) and \(N_2=N_1e^{-\hbar\omega_0/kT}\) (excited). Let \(d\) be the transition dipole, randomly oriented, and ignore local-field corrections. The dipoles change the relative permittivity by
\[
\delta\varepsilon=\frac{(N_1-N_2)d^2}{3\varepsilon_0\hbar}\,\frac{2\omega_0}{\omega_0^2-\omega^2-i\gamma\omega}.
\]
For small \(\delta\varepsilon\), \(\alpha=(2\omega/c)\,\mathrm{Im}\sqrt{n_r^2+\delta\varepsilon}\approx\omega\,\mathrm{Im}\,\delta\varepsilon/(n_rc)\). For a narrow line the imaginary part of the last fraction tends to \(\pi\delta(\omega-\omega_0)\), so
\[
\int\alpha\,d\omega=(N_1-N_2)\frac{\pi\omega_0d^2}{3\varepsilon_0\hbar n_rc}.
\]
With \(E=\hbar\omega\), the prefactor of (2) becomes \(n_r^2\omega^2/(\pi^2c^2)\) per unit \(\omega\), and the Planck factor is \(N_2/(N_1-N_2)\). Then
\[
R_0=\frac{n_r^2\omega_0^2}{\pi^2c^2}\,\frac{\pi\omega_0d^2}{3\varepsilon_0\hbar n_rc}\,N_2
=N_2\,\frac{n_r\omega_0^3d^2}{3\pi\varepsilon_0\hbar c^3},
\]
the excited density times the known spontaneous decay rate of a dipole in a dielectric. Numerical integration over 1000 linewidths on each side of the line gave 0.99968 of this value. The missing \(3\times10^{-4}\) is the share of a Lorentzian outside that window, \(2/(2000\pi)\).

## 4. Carriers out of equilibrium

Let electrons in upper states follow a Fermi function \(f_c\) with quasi-Fermi level \(\mu_n\), and those in lower states \(f_v\) with \(\mu_p\), both at temperature \(T\). Write \(\Delta\mu=\mu_n-\mu_p\), \(u=(E_2-\mu_n)/kT\) and \(v=(E_1-\mu_p)/kT\), where \(E_2-E_1=E\). Emission needs a full upper and an empty lower state:
\[
f_c(1-f_v)=\frac{e^v}{(e^u+1)(e^v+1)} .
\]
Net absorption carries the weight
\[
f_v(1-f_c)-f_c(1-f_v)=f_v-f_c=\frac{e^u-e^v}{(e^u+1)(e^v+1)} .
\]
The ratio of the two is \(1/(e^{u-v}-1)\), with \(u-v=(E-\Delta\mu)/kT\). It is the same for all pairs with photon energy \(E\). Equation (2) therefore holds with \(E-\Delta\mu\) in place of \(E\) in the Planck factor, provided \(\alpha\) is the coefficient for the actual occupations.

Two further assumptions give the simple law. If \(E-\Delta\mu\gg kT\) and the occupations leave \(\alpha\) unchanged, the emission is \(R=R_0e^{\Delta\mu/kT}\). If the free carriers are nondegenerate,
\[
n=N_ce^{-(E_c-\mu_n)/kT},\quad p=N_ve^{-(\mu_p-E_v)/kT}\ \Rightarrow\ np=n_i^2e^{\Delta\mu/kT},
\]
with \(n_i^2=N_cN_ve^{-E_g/kT}\) and \(E_g=E_c-E_v\). Hence
\[
R=B\,np,\qquad B=R_0/n_i^2. \tag{3}
\]
Thermal radiation from the surroundings generates pairs at the rate \(R_0\), so the net recombination rate is \(B(np-n_i^2)\). Reabsorption of the extra emitted light is not yet subtracted.

## 5. Bands without momentum selection

In a strongly disordered solid, assume that every valence state couples to every conduction state with the same momentum matrix element. The squared vector potential of one photon varies as \(1/E\), so at constant \(n_r\)
\[
\alpha E=C\int\rho_c(x)\,\rho_v(y)\,(f_v-f_c)\,dx,\qquad y=E-E_g-x,
\]
where \(x\) and \(y\) are the electron and hole energies measured from their band edges. For parabolic bands \(\rho_c=N_c(2/\sqrt\pi)\sqrt{x}/(kT)^{3/2}\), and likewise for \(\rho_v\). Set \(f_v-f_c=1\), \(W=E-E_g\) and \(x=W\sin^2\theta\):
\[
\int_0^W\!\sqrt{x(W-x)}\,dx=2W^2\!\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta=\frac{\pi W^2}{8}.
\]
This is the Tauc law, \(\alpha E=A(E-E_g)^2\), with \(A=CN_cN_v/[2(kT)^3]\).

Insert it into (2). Since \(E_g\gg kT\), the \(-1\) can be dropped. With \(E=E_g+W\),
\[
\int_0^\infty(E_g+W)W^2e^{-W/kT}dW=2E_g(kT)^3+6(kT)^4,
\]
\[
R_0=\frac{16\pi n_r^2A}{h^3c^2}(kT)^3(E_g+3kT)\,e^{-E_g/kT}.
\]
Now divide by \(n_i^2\), using \(N_{c,v}=2(2\pi m_{c,v}kT/h^2)^{3/2}\), which gives \(N_cN_v=32\pi^3(kT)^3(m_cm_v)^{3/2}/h^6\). The exponential and \((kT)^3\) cancel:
\[
B=\frac{n_r^2A\,h^3\,(E_g+3kT)}{2\pi^2c^2(m_cm_v)^{3/2}}. \tag{4}
\]
For \(kT\ll E_g\), \(B\) tends to a constant. With gap and \(A\) held fixed, the computed ratio \(B(400\,\mathrm K)/B(300\,\mathrm K)\) is 1.008.

**Degenerate electrons.** Summing the emission over pairs, without Boltzmann statistics, gives
\[
R=\frac{8\pi n_r^2C}{h^3c^2}\iint\rho_cf_c\,\rho_v(1-f_v)(E_g+x+y)\,dx\,dy\ \propto\ np\,\langle E\rangle .
\]
Here \(\langle E\rangle\) is the pair energy \(E_g+x+y\) averaged over all electrons and holes present. It is \(E_g+3kT\) for nondegenerate carriers, \(\tfrac32kT\) from each band. Degeneracy changes \(R/np\) only through this mean. For the example below at \(n=10^{19}\ \mathrm{cm^{-3}}\), \(R/np\) exceeds \(B\) by 0.4%, while \(R_0e^{\Delta\mu/kT}\) is 1.99 times the true rate. In this model the form \(Bnp\) is sturdier than the exponential form.

## 6. Numbers for a thin oxide film

The parameters are rough values in the regime of amorphous In-Ga-Zn oxide at 300 K: \(E_g=3.1\) eV, \(n_r=2\), \(A=5\times10^5\ \mathrm{cm^{-1}eV^{-1}}\), and band masses of 0.34 (electrons) and 2 (holes) free-electron masses. They give \(N_c=4.975\times10^{18}\) and \(N_v=7.10\times10^{19}\ \mathrm{cm^{-3}}\). With \(kT=25.85\) meV, \(n_i=1.718\times10^{-7}\ \mathrm{cm^{-3}}\) and \(R_0=7.259\times10^{-27}\ \mathrm{cm^{-3}s^{-1}}\), so
\[
B=\frac{7.259\times10^{-27}}{(1.718\times10^{-7})^2}=2.46\times10^{-13}\ \mathrm{cm^3/s}.
\]
Neither \(R_0\) nor \(n_i\) is measurable at this size; their ratio is the useful quantity. The emission peaks at 3.152 eV (393 nm), about \(2kT\) above the gap, where \(W^2e^{-W/kT}\) is largest.

For a dark electron density \(n_0=10^{16}\ \mathrm{cm^{-3}}\), a free hole has the radiative lifetime
\[
\tau=\frac1{Bn_0}=\frac{1}{2.46\times10^{-13}\times10^{16}}\ \mathrm s\approx 0.41\ \mathrm{ms}.
\]
Under steady generation \(G=10^{18}\ \mathrm{cm^{-3}s^{-1}}\), with equal excess densities \(\Delta\) of free electrons and holes, \(G=B\Delta(n_0+\Delta)\); the dark hole density is negligible. For \(\Delta\ll n_0\) this gives \(\Delta\approx G\tau=4.1\times10^{14}\ \mathrm{cm^{-3}}\), and the full quadratic gives \(3.9\times10^{14}\). With an electron mobility \(\mu_e=10\ \mathrm{cm^2/Vs}\) and immobile holes,
\[
\Delta\sigma=q\mu_e\Delta=1.60\times10^{-19}\times10\times3.91\times10^{14}=6.3\times10^{-4}\ \mathrm{S/cm},
\]
about 4% of the dark conductivity \(q\mu_en_0\).

## 7. What the Urbach tail does

The absorption of an amorphous oxide does not stop at \(E_g\). Below a joining energy \(E_j\) let \(\alpha=\alpha_je^{(E-E_j)/E_U}\), with Urbach energy \(E_U\). Equal value and slope of \(\ln\alpha\) at \(E_j\) require \(2/(E_j-E_g)-1/E_j=1/E_U\). For \(E_U=100\) meV, \(E_j=3.294\) eV. The integrand of (2) in the tail is proportional to
\[
E^2e^{-\kappa E},\qquad \kappa=\frac1{kT}-\frac1{E_U}.
\]

If \(E_U<kT\), then \(\kappa<0\) and the integrand dies out below the edge. A 15 meV tail raises \(R_0\) by 17% over the pure Tauc value, and lowering the limit of integration from 2.8 to 2.1 eV changes \(R_0\) by less than 0.01%. The tail's share grows, and the integral converges more slowly, as \(E_U\) approaches \(kT\). The band part therefore dominates only when \(E_U\) is well below \(kT\).

If \(E_U>kT\), the integrand grows towards low energy as long as \(\kappa E>2\). Here \(\kappa=38.7-10=28.7\ \mathrm{eV^{-1}}\). The ratio of \(R_0\) with the tail to the band value is \(2.3\times10^4\), \(1.0\times10^8\) and \(6.8\times10^{12}\) for lower limits of 2.8, 2.5 and 2.1 eV. To leading order in \(2/\kappa E\), the integral above a limit \(E_l\) is \(E_l^2e^{-\kappa E_l}/\kappa\). From 2.5 to 2.1 eV it should grow by \((2.1/2.5)^2e^{0.4\kappa}=6.78\times10^4\); the integration gives \(6.81\times10^4\).

So the full spectrum does not fix a band-to-band \(B\) when \(E_U>kT\). The band part must be separated first, here by extrapolating the Tauc law, and that separation is a modelling choice.

Nor may the large \(R_0\) simply be multiplied by \(e^{\Delta\mu/kT}\). A valence-tail state at energy \(\ell\) above the valence edge holds a hole with probability \(1/(1+e^{(\mu_p-\ell)/kT})\), with \(\mu_p\) measured from the same edge. This grows exponentially as \(\mu_p\) falls, but saturates once \(\mu_p<\ell\).

For a numerical case, let a 100 meV valence tail, joined to the parabolic band with equal value and slope of the density of states, end 1.0 eV above the edge, keep the same matrix element for tail states, and let light bring \(\mu_p\) to 0.90 eV. The tail then traps \(2.43\times10^{16}\) holes per cm³. Neutrality raises \(n\) to \(3.43\times10^{16}\ \mathrm{cm^{-3}}\), and \(\Delta\mu=2.07\) eV. The emission summed over pairs is \(1.427\times10^{20}\ \mathrm{cm^{-3}s^{-1}}\), and the generalized form of (2), with the actual \(\alpha\), gives the same. Scaling the dark rate by \(e^{\Delta\mu/kT}\) gives 8.0 times too much. This factor is set by where the tail ends: the scaled rate gives the deepest states the weight \(e^{(\ell-\mu_p)/kT}\), so a longer tail makes the error much larger.

The case assumes one Fermi function for all tail states, which is an idealization. A hole 0.9 eV deep escapes thermally at about \(\nu e^{-0.9\,\mathrm{eV}/kT}\approx10^{-2}\ \mathrm{s^{-1}}\) for an attempt frequency \(\nu=10^{13}\ \mathrm{s^{-1}}\), while here it recombines at \(1.427\times10^{20}/2.43\times10^{16}\approx6\times10^3\ \mathrm{s^{-1}}\). States deeper than roughly 0.5 eV therefore do not equilibrate with the band, and their filling is set by capture and recombination. The rate per trapped hole depends in this model only on \(n\) and the pair energy, so it does not rest on this assumption.

## 8. What the film geometry does

Equation (2) uses the photon modes of a bulk medium, which needs an extinction index far below \(n_r\). The Tauc law gives \(\alpha=431\ \mathrm{cm^{-1}}\) at the emission peak, an extinction index of \(1.3\times10^{-3}\), so that condition holds. With the 100 meV tail of Section 7 the absorption at this energy is about \(1.4\times10^3\ \mathrm{cm^{-1}}\) and the extinction index \(4\times10^{-3}\), still small. A 50 nm film, however, is thinner than the wavelength inside it, about 197 nm.

The limit of a very thin free-standing film is simple. Its photon modes are those of vacuum. The field parallel to the film is continuous, and the normal field is reduced by \(n_r^2\), so its square is reduced by \(n_r^4\). Relative to bulk emission, which is proportional to \(n_r\), randomly oriented dipoles emit at
\[
\frac23\,\frac1{n_r}+\frac13\,\frac1{n_r^5}=0.34\quad(n_r=2).
\]

At finite thickness \(D\), sum the reflections. Let \(s\) be the in-plane wavenumber divided by \(K\), \(w=\sqrt{1-s^2}\), and \(\zeta D\) the distance of the dipole from one face. The return trips to the two faces give \(g_1=e^{2iKDw\zeta}\) and \(g_2=e^{2iKDw(1-\zeta)}\). The geometric series of reflections with amplitude \(r\) is
\[
S(r)=\frac{(1+rg_1)(1+rg_2)}{1-r^2g_1g_2}.
\]
Averaged over orientation and position, the rate relative to bulk is
\[
F=\int_0^1\!d\zeta\;\mathrm{Re}\!\int_0^\infty\!\frac{s\,ds}{2w}\left[S(r_s)+w^2S(-r_p)+s^2S(r_p)\right].
\]
Here \(r_s\) and \(r_p\) are the Fresnel amplitudes, \(r_p\) for the magnetic field; the in-plane electric field of a p wave reflects with the opposite sign. The path in \(s\) passes below the guided-mode poles. Without reflections every \(S=1\), the bracket is 2, and \(F=1\). The integral was tested against the thin-film limit above.

For 50 nm in air, \(F=0.62\), which lengthens \(\tau\) to about 0.66 ms. Of this emission 16% leaves directly and the rest is guided along the film. If all guided light were reabsorbed into free pairs, the net loss rate would fall to \(0.62\times0.164\approx0.10\) of the bulk value and the lifetime would be about 4 ms. A substrate would change these figures.

## 9. Beside real films

The gap, index, electron mass, mobility and Urbach energy are of the usual rough size for amorphous In-Ga-Zn oxide. The hole mass is little more than a placeholder, and by (4) \(B\propto m_v^{-3/2}\) at fixed \(A\). Real films also break the assumption of free holes: holes are trapped in tail and defect states, and nonradiative paths compete. Photocurrents in such films can persist for minutes or longer, at least \(10^5\) times the 0.41 ms found here. Tail trapping with an unchanged matrix element does not explain this: in Section 7 the trapped holes would last \(2.43\times10^{16}/1.43\times10^{20}\ \mathrm s\approx0.17\) ms under light at the bulk emission rate, and about 0.6 ms once \(n\) has fallen back to \(n_0\). The film geometry of Section 8 lengthens such times by about a factor of ten at most, even if all guided light is reabsorbed, which is far short of minutes. Weaker coupling of localized holes, or defects that relax after capture, are possible causes that this model does not decide between. The value of \(B\) is therefore an estimate for free carriers and not a prediction of the measured decay. The remaining values are in the numerical output.

## Table of computed values

```
temperature: 300 K, kT = 25.852 meV
gap: 3.10 eV, refractive index: 2.00
Tauc coefficient A: 5.00e+05 1/(cm eV)
absorption coefficient at 4.1 eV: 1.220e+05 1/cm
band masses: 0.34 and 2.00 electron masses
Nc = 4.975e+18 1/cm^3, Nv = 7.098e+19 1/cm^3
intrinsic density ni: 1.718e-07 1/cm^3
band-to-band R0: 7.259e-27 1/(cm^3 s)
radiative coefficient B: 2.459e-13 cm^3/s
emission peak: 3.1521 eV = 393.3 nm
peak above gap: 2.016 kT
dark electron density: 1.0e+16 1/cm^3
radiative free-hole lifetime: 406.7 us
generation rate: 1.0e+18 1/(cm^3 s)
excess electron density, radiative limit: 3.914e+14 1/cm^3
mobility: 10.0 cm^2/Vs
photoconductivity, radiative limit: 6.271e-04 S/cm
test, mean photon number at E/kT = 0.5: 1.54149
test, counted modes x speed / formula: 0.99853
test, group index / phase index: 1.1023
test, two-level emission / dipole formula: 0.99968
B(400 K)/B(300 K), fixed gap and A: 1.00814
at n = 1e+19 1/cm^3: R/(np)/B = 1.00418
same n: R0 exp(split/kT) / true R = 1.989
Urbach energy: 100 meV, joined at 3.2941 eV
lower limit 2.8 eV: R0(with tail)/R0(band) = 2.286e+04 ; for 15 meV tail 1.17070
lower limit 2.5 eV: R0(with tail)/R0(band) = 9.975e+07 ; for 15 meV tail 1.17073
lower limit 2.1 eV: R0(with tail)/R0(band) = 6.797e+12 ; for 15 meV tail 1.17073
growth of R0 from limit 2.5 to 2.1 eV: 6.814e+04
same growth from endpoint law: 6.778e+04
model valence tail ends 1.00 eV above valence edge
hole quasi-Fermi level: 0.90 eV above valence edge
trapped holes under light: 2.427e+16 1/cm^3
electrons under light: 3.427e+16 1/cm^3
quasi-Fermi splitting under light: 2.0713 eV
tail emission under light, pair sum: 1.4268e+20 1/(cm^3 s)
same from absorption: 1.4268e+20 1/(cm^3 s)
simple exponential scaling / true emission: 7.99
Tauc absorption at emission peak: 431.0 1/cm
extinction index at emission peak: 1.35e-03
film thickness: 50 nm, free-standing in air
film emission rate / bulk rate: 0.6199
share of film emission leaving directly: 0.1644
```
